\section*{The ellipsoidal envelope of a single-valley donor in silicon}

\section{The problem}

Phosphorus in silicon is a substitutional donor: it has one more valence electron than the atom it replaces. Far from the donor this electron moves in the field of one positive charge, weakened by the permittivity of the crystal. Near a conduction-band minimum its kinetic energy is described by two effective masses: $m_t=0.19\,m_0$ across the long axis of the valley and $m_l=0.92\,m_0$ along it, where $m_0$ is the free-electron mass. Take the relative permittivity to be $\varepsilon=11.4$.

Keep one valley, put its long axis along $z$, and measure energy from the band edge. The slowly varying envelope $F(\mathbf r)$ then obeys a Schr\"odinger equation with the Hamiltonian
\begin{equation}
H=-\frac{\hbar^2}{2m_t}\left(\partial_x^2+\partial_y^2\right)
-\frac{\hbar^2}{2m_l}\,\partial_z^2-\frac{k}{r},
\qquad k=\frac{e^2}{4\pi\varepsilon_0\varepsilon}.
\label{eq:H}
\end{equation}
Use the trial function
\begin{equation}
F=N\exp\left[-\sqrt{\frac{x^2+y^2}{a^2}+\frac{z^2}{b^2}}\,\right]
\label{eq:F}
\end{equation}
with two free lengths $a$ and $b$. What is the largest binding energy $E_b=-\langle H\rangle$ that it can give, and at what shape?

The following abbreviations are useful:
\begin{equation}
\gamma=\frac{m_t}{m_l},\qquad \beta=\frac ba,\qquad
R=\frac{m_tk^2}{2\hbar^2},\qquad a_t=\frac{\hbar^2}{m_tk}.
\end{equation}
Here $R$ and $a_t$ are the binding energy and Bohr radius of a hydrogen-like atom with the isotropic mass $m_t$. For the given data $\gamma=0.2065$, $R=19.891$ meV and $a_t=3.175$ nm.

\section{A tempting solution}

The Coulomb potential has no preferred direction, so one may argue that the lowest state is a sphere and that the minimum lies at $a=b$. The trial function is then the hydrogen ground state $F=e^{-r/a}/\sqrt{\pi a^3}$. For it $\langle 1/r\rangle=1/a$ and $\int|\nabla F|^2d^3r=1/a^2$, of which each direction supplies one third. Hence
\begin{equation}
\langle H\rangle=\frac{\hbar^2}{6a^2}\left(\frac2{m_t}+\frac1{m_l}\right)-\frac ka
=\frac{\hbar^2(2+\gamma)}{6m_ta^2}-\frac ka .
\end{equation}
Setting the derivative with respect to $a$ to zero gives
\begin{equation}
a=\frac{\hbar^2(2+\gamma)}{3m_tk},\qquad
E_b=\frac{3m_tk^2}{2\hbar^2(2+\gamma)}=\frac{3R}{2+\gamma}.
\label{eq:sphere}
\end{equation}
The number is $3\times19.891/2.2065=27.04$ meV. This is the hydrogen formula with the inverse mass averaged over the three directions, which makes it look all the more natural.

\section{Where the argument fails}

The algebra is correct, and 27.04 meV is a valid lower bound on the binding energy of the model. The fault is the claim that the minimum lies at $a=b$. The shape of the state is set by the whole Hamiltonian, and the kinetic part of \eqref{eq:H} does distinguish $z$ from $x$ and $y$.

To see the consequence, start from the sphere of \eqref{eq:sphere} and change $b$ alone. The kinetic energy of the $z$ motion is $\hbar^2/(6m_lb^2)$, since the derivative along $z$ scales as $1/b$. Its slope at $b=a$ is $-\hbar^2/(3m_la^3)$.

For the potential energy, imagine three separate lengths along the three axes. Multiplying all three by a common factor divides $\langle-k/r\rangle$ by that factor, so at the sphere the three slopes add up to $k/a^2$. By symmetry they are equal, and each is $k/(3a^2)$. From \eqref{eq:sphere}, $k=\hbar^2(2+\gamma)/(3m_ta)$. Therefore
\begin{equation}
\left.\frac{\partial\langle H\rangle}{\partial b}\right|_{b=a}
=\frac{\hbar^2}{3m_ta^3}\left[-\gamma+\frac{2+\gamma}{3}\right]
=\frac{2\hbar^2(1-\gamma)}{9m_ta^3}.
\label{eq:slope}
\end{equation}
This is positive for $\gamma<1$, so making $b$ smaller lowers the energy. Compression along $z$ costs little kinetic energy because the mass there is large, and it brings charge closer to the donor. The sphere is stationary only when $\gamma=1$.

\section{The correct solution}

\subsection{Energy of an ellipsoid}

Introduce stretched coordinates by $x=au$, $y=av$, $z=bw$, and let $s=\sqrt{u^2+v^2+w^2}$. Then $F=Ne^{-s}$ and $d^3r=a^2b\,du\,dv\,dw$. Normalization requires
\begin{equation}
1=N^2a^2b\;4\pi\int_0^\infty s^2e^{-2s}\,ds=N^2\pi a^2b,
\end{equation}
because the radial integral is $1/4$. Thus $N=(\pi a^2b)^{-1/2}$.

For the kinetic energy, integration by parts replaces $-\int F\partial_x^2F$ by $\int(\partial_xF)^2$. Since $\partial_xF=-(u/s)F/a$, and the average of $u^2/s^2$ over directions is $1/3$, the result is $1/(3a^2)$. The $y$ direction gives the same, and $z$ gives $1/(3b^2)$. So
\begin{equation}
T=\frac{\hbar^2}{6}\left(\frac{2}{m_ta^2}+\frac1{m_lb^2}\right)
=\frac{\hbar^2}{6m_ta^2}\left(2+\frac{\gamma}{\beta^2}\right).
\label{eq:T}
\end{equation}

For the potential energy let $\mu=w/s$ be the cosine of the polar angle in the stretched space. The true distance is $r=s\sqrt{a^2(1-\mu^2)+b^2\mu^2}$. The radial and angular integrals separate:
\begin{equation}
\left\langle\frac1r\right\rangle
=\frac1\pi\int_0^\infty s\,e^{-2s}ds\;\,2\pi\int_{-1}^{1}\frac{d\mu}{\sqrt{a^2(1-\mu^2)+b^2\mu^2}}
=\int_0^1\frac{d\mu}{\sqrt{a^2(1-\mu^2)+b^2\mu^2}} .
\label{eq:invr}
\end{equation}
The radial integral is $1/4$, and the even integrand supplies a factor 2. For $\beta<1$ the root equals $a\sqrt{1-(1-\beta^2)\mu^2}$, and the integral is an arcsine:
\begin{equation}
\left\langle\frac1r\right\rangle=\frac{g(\beta)}a,\qquad
g(\beta)=\frac{\arcsin\sqrt{1-\beta^2}}{\sqrt{1-\beta^2}}
=\frac{\arccos\beta}{\sqrt{1-\beta^2}} .
\end{equation}

\subsection{Best size at fixed shape}

At fixed $\beta$ the energy is $A/a^2-B/a$, with $A=\hbar^2(2+\gamma/\beta^2)/(6m_t)$ and $B=kg$. The derivative $-2A/a^3+B/a^2$ vanishes at $a=2A/B$, which gives
\begin{equation}
a=a_t\,\frac{2+\gamma/\beta^2}{3g},\qquad
E_b=\frac{B^2}{4A}=\frac{3g^2}{2+\gamma/\beta^2}\,R .
\label{eq:Eb}
\end{equation}
At this size $T=A/a^2=B^2/(4A)=E_b$ and $V=-B/a=-2E_b$, the virial relation for a Coulomb potential. Putting $\beta=g=1$ recovers \eqref{eq:sphere}.

\subsection{Best shape}

Now vary $\beta$. Differentiating $g=\arccos\beta\,(1-\beta^2)^{-1/2}$ by the product rule gives
\begin{equation}
g'=-\frac1{1-\beta^2}+\frac{\beta\arccos\beta}{(1-\beta^2)^{3/2}}
=\frac{\beta g-1}{1-\beta^2}.
\end{equation}
The logarithm of \eqref{eq:Eb} is stationary when
\begin{equation}
\frac{2g'}g+\frac{2\gamma/\beta^3}{2+\gamma/\beta^2}=0
\quad\Longrightarrow\quad
\frac{1-\beta g}{g(1-\beta^2)}=\frac{\gamma}{\beta(2\beta^2+\gamma)} .
\end{equation}
Multiply out and collect the terms with $\gamma$:
\begin{align}
2\beta^3(1-\beta g)&=\gamma\left[g(1-\beta^2)-\beta(1-\beta g)\right]
=\gamma\,(g-\beta),\\
\gamma&=\frac{2\beta^3(1-\beta g)}{g-\beta}.
\label{eq:shape}
\end{align}
The terms $\mp\beta^2g$ in the bracket cancel. Equation \eqref{eq:shape} gives the mass ratio for a chosen shape directly; for a given mass ratio it is solved numerically.

A solution exists for every $0<\gamma<1$. When $\beta\to0$, $g\to\pi/2$ and the right side behaves as $4\beta^3/\pi\to0$. Near $\beta=1$ write $\beta=\cos\theta$, so that $g=\theta/\sin\theta$. To order $\theta^2$, $1-\beta g=\theta^2/3$ and $g-\beta=2\theta^2/3$, and the right side tends to 1. It is continuous in between, so it takes every intermediate value.

\subsection{Why this is the global minimum}

A stationary point could still be a saddle or one of several minima. The variables $p=1/a^2$ and $q=1/b^2$ settle the question, because $T$ is linear in them. The integrand of \eqref{eq:invr} is $\sqrt h$ with
\begin{equation}
h=\frac{pq}{D},\qquad D=(1-\mu^2)q+\mu^2p .
\end{equation}
Its second variation, for changes $dp$ and $dq$, is
\begin{equation}
d^2h=-\frac{2\mu^2(1-\mu^2)}{D^3}\,(q\,dp-p\,dq)^2\le0 ,
\end{equation}
and that of the root is
\begin{equation}
d^2\sqrt h=\frac{d^2h}{2\sqrt h}-\frac{(dh)^2}{4h^{3/2}} .
\end{equation}
For $0<\mu<1$ the first term vanishes only if $dp/p=dq/q$. In that case $dh=h\,dp/p\neq0$, and the second term is negative. So $\sqrt h$ is strictly concave, $-k\langle1/r\rangle$ is strictly convex, and so is the total energy. A strictly convex function has at most one stationary point, and that point is its global minimum. This covers $b>a$ as well, since \eqref{eq:invr} holds for either order of the lengths.

\section{The numbers}

For $\gamma=0.2065$ the root of \eqref{eq:shape} is $\beta=0.5733$, with $g=1.1720$. Substitution confirms it:
\begin{equation}
\frac{2(0.5733)^3\,(1-0.5733\times1.1720)}{1.1720-0.5733}
=\frac{0.3769\times0.3281}{0.5987}=0.2065 .
\end{equation}
With $\gamma/\beta^2=0.6284$, equation \eqref{eq:Eb} gives
\begin{align}
a&=3.175\ \text{nm}\times\frac{2.6284}{3\times1.1720}=2.37\ \text{nm},
\qquad b=\beta a=1.36\ \text{nm},\\
E_b&=\frac{3(1.1720)^2}{2.6284}\,R=1.5678\times19.891\ \text{meV}=31.2\ \text{meV}.
\end{align}
The ellipsoid binds 4.1 meV more strongly than the sphere, a gain of 15\% relative to 27.0 meV. The envelope is flattened along the heavy-mass axis. The flattening stops before the kinetic energies of the axes become equal: the $z$ motion carries $\gamma/\beta^2=0.63$ times the kinetic energy of each transverse direction.

A separate minimization, with the energy integrated numerically in real space and the derivatives of $F$ taken by finite differences, gives the same 31.186 meV. At the optimum that integration yields $T=31.186$ meV and $V=-62.371$ meV, as the virial relation requires.

\subsection{How good is the trial function?}

By the variational principle 31.2 meV is a lower bound on the ground-state binding energy of \eqref{eq:H}. To estimate the remainder, $H$ was diagonalized in a larger basis: $e^{-s}$ times polynomials in $s$ and even Legendre polynomials in $\mu$, in the stretched coordinates. Both 20 and 48 such functions give 31.230 meV. The ellipsoid therefore misses about 0.04 meV, or 0.14\% of the binding energy.

The trial function is less accurate for extreme anisotropy. Let $m_l\to\infty$ at fixed $m_t$. Then $\beta\to0$, and since $\gamma\approx4\beta^3/\pi$, also $\gamma/\beta^2\to0$. Equation \eqref{eq:Eb} tends to
\begin{equation}
E_b\to\frac32\left(\frac\pi2\right)^2R=\frac{3\pi^2}{8}R\approx3.70\,R .
\end{equation}
An upper limit on the true value follows from $-k/r\ge-k/\rho$, where $\rho=\sqrt{x^2+y^2}$, together with the positive kinetic energy along $z$. The energy cannot lie below that of a two-dimensional hydrogen atom. Its nodeless state $f=e^{-2\rho/a_t}$ satisfies
\begin{equation}
-\frac{\hbar^2}{2m_t}\left(f''+\frac{f'}\rho\right)-\frac k\rho f
=\left[-\frac{2\hbar^2}{m_ta_t^2}+\frac{\hbar^2}{m_ta_t\rho}-\frac k\rho\right]f=-4R\,f ,
\end{equation}
because $\hbar^2/(m_ta_t)=k$ and $R=\hbar^2/(2m_ta_t^2)$. The value $4R$ is reached in this limit. To see this, multiply $f$ by a function of $z$ of width $d$. At fixed $d$ the kinetic energy along $z$, of order $\hbar^2/(m_ld^2)$, vanishes as $m_l\to\infty$. If $d$ is then made small, the potential energy approaches that of the two-dimensional atom. The ellipsoid therefore falls short by $1-3\pi^2/32\approx7.5\%$ of $4R$.

\section{From the model to a real donor}

The masses and permittivity are rough typical values for silicon. The measured ground state of phosphorus in silicon lies roughly 45 meV below the band edge, well deeper than 31.2 meV. The variational error is far too small to explain this. So is the uncertainty of the parameters: $m_t=0.19$--$0.20\,m_0$, $m_l=0.91$--$0.98\,m_0$ and $\varepsilon=11.4$--$11.9$ give 28.5 to 33 meV, and the measured value would need $\varepsilon\approx9.4$--$9.5$. The cause must lie in what \eqref{eq:H} omits.

One omission is the presence of six equivalent valleys, at wave number $k_0=9.84$ nm$^{-1}$ from the zone centre (a rough 0.85 of $2\pi/a_{\rm Si}$, with $a_{\rm Si}=0.543$ nm). The donor potential couples them. With Bloch overlap factors set to one, the coupling of valleys $i$ and $j$ has magnitude
\begin{equation}
V_{ij}=\frac{e^2}{4\pi\varepsilon_0\varepsilon_s}
\int F_iF_j\,\frac{\cos(\mathbf q\cdot\mathbf r)}r\,d^3r ,
\end{equation}
where $\mathbf q$ joins the two minima and $\varepsilon_s$ is the permittivity at that wave vector. For $\varepsilon_s=1$ the integral gives $V_g=2.18$ meV for opposite valleys, with $q=2k_0$, and $V_f=3.95$ meV for adjacent ones, with $q=\sqrt2\,k_0$. Each valley has one opposite and four adjacent partners. The attractive potential therefore lowers the symmetric combination by
\begin{equation}
V_g+4V_f=2.18+4\times3.95=18.0\ \text{meV}.
\end{equation}
With $\varepsilon_s=11.4$ the lowering is 1.6 meV. The wavelengths $2\pi/q$ are 0.32 and 0.45 nm, shorter than the lattice constant, so the long-wavelength permittivity cannot be trusted there. These two choices give 5\% and 58\% of the single-valley binding energy. They are not bounds. Setting the Bloch overlaps to one drops terms in which $\mathbf q$ is shifted by a reciprocal-lattice vector $\mathbf G$, and some of these have a shorter wave vector. In units of $2\pi/a_{\rm Si}$ there are two of length 1.02 against 1.20 for adjacent valleys, and four of length 1.58 against 1.70 for opposite valleys; a fifth, of length 0.30, has zero overlap by the symmetry of the diamond lattice. The overlaps are also far from one. Local empirical pseudopotentials give about $0.4$ for adjacent and $-0.16$ to $-0.21$ for opposite valleys at the unshifted vector, depending on the form factors. Summing all shifted terms with weights $1/|\mathbf q+\mathbf G|^2$ and a single permittivity leaves about 15\% of $V_f$ and less than 2\% of $V_g$ in magnitude (about 17\%, and up to 8\% with reversed sign, if the valley is placed at 0.82 instead of 0.85). Within this smooth-potential picture the values above overstate the coupling several times. The picture itself is poor here, because pseudo-wavefunctions are smoothed at the atom site, where the coupling arises. In the six-valley scheme the twofold level lies $6V_f$ and the threefold level $2V_g+4V_f$ above the symmetric one. The measured phosphorus levels quoted below then give $V_f\approx2.2$ meV and $V_g\approx1.5$ meV, well above the overlap-weighted values even for $\varepsilon_s=1$. Weaker screening near the donor would also deepen the single-valley level itself, which the estimate leaves out. The estimate is first order, with the envelopes held fixed. For $\varepsilon_s=11.4$, letting the envelope shrink to the nearby minimum adds only 0.2 meV; for $\varepsilon_s=4$ it adds 3.3 meV, with $a$ reduced to 1.6 nm. For $\varepsilon_s\le3$ the energy has no minimum near the single-valley size, and the envelope collapses below the lattice scale, where the model fails; the 18 meV is therefore not the shift of a stationary state. The estimate also contains nothing that tells one dopant element from another. That difference comes from the central cell, the region of the donor atom itself, where the potential is not $-k/r$. The continuum description is strained even outside it, since $b$ is only 2.5 lattice constants.

The result also depends on the permittivity. Since $R\propto k^2$, $E_b$ scales as $\varepsilon^{-2}$ at fixed masses. Taking 11.7, another rough value, gives $31.19\,(11.4/11.7)^2=29.6$ meV, a reduction of 5\%.

The occupation of the level depends on temperature and on the donor concentration. Consider $10^{16}$ donors per cm$^3$ without compensation. The donor sphere radius $(3/4\pi N_D)^{1/3}=28.8$ nm is twelve times $a$, so isolated donors are a fair starting point for the ground state. Let $f$ be the ionized fraction, equal to the free-electron density divided by $N_D$. Count only the ground level of each donor and leave out its excited bound states. For six unsplit valleys and two spins, and Boltzmann statistics in the band,
\begin{equation}
\frac{f^2}{1-f}=\frac1{N_D}\left(\frac{m_dk_BT}{2\pi\hbar^2}\right)^{3/2}e^{-E_b/k_BT},
\qquad m_d=(m_t^2m_l)^{1/3}.
\end{equation}
The twelvefold degeneracy of the donor level cancels that of the band. At 300 K, $E_b/k_BT=31.19/25.85=1.21$ and $f=0.986$. At 77 K the exponent is $31.19/6.64=4.70$ and $f=0.402$. Masses and binding energy are held fixed in this comparison. In the model, then, most donors are ionized at room temperature, while more than half are neutral at 77 K. The second statement ignores screening by the free electrons. At 77 K the Debye length is about 29 nm from the free electrons alone and about 23 nm if the charge response of the donors is included. The binding energy drops to 26--27 meV and $f$ rises to about 0.5. At 300 K the change in $f$ is only 0.0015. The values below also leave screening out. The omitted excited states matter for the digits. Adding those with binding energies of roughly 3 to 12 meV lowers $f$ to about 0.93 at 300 K and about 0.37 at 77 K. The 300 K value depends on where the sum is cut: it is 0.96 for a cut at 6 meV and 0.90 for a cut at 2 meV. The states near 3 meV have a root-mean-square radius of about 29 nm, as large as the donor sphere, so they are no longer states of an isolated donor. The real level is deeper and is split by valley coupling. With the measured phosphorus levels near 45.6, 33.9 and 32.6 meV (degeneracies 2, 6 and 4) and no higher states, $f$ stays near 0.98 at 300 K but falls to about 0.27 at 77 K.

The numerical output below lists the main values used here.

\section*{Computed values}
\begin{verbatim}
transverse mass m_t = 0.19 m0
longitudinal mass m_l = 0.92 m0
relative permittivity = 11.4
mass ratio gamma = 0.2065
transverse effective Rydberg R = 19.891 meV
transverse effective Bohr radius a_t = 3.175 nm
optimal axis ratio beta = b/a = 0.5733
shape factor g(beta) = 1.1720
gamma/beta^2 = 0.6284
optimal a = 2.373 nm
optimal b = 1.361 nm
binding energy over R = 1.5678
binding energy, formula = 31.186 meV
binding energy, direct minimization = 31.186 meV
kinetic energy by quadrature = 31.186 meV
potential energy by quadrature = -62.371 meV
binding energy, spherical trial = 27.044 meV
gain from ellipsoidal shape = 4.141 meV
binding energy, smaller basis (20 functions) = 31.230 meV
binding energy, larger basis (48 functions) = 31.230 meV
variational error of ellipsoid = 0.044 meV
alternative permittivity (rough) = 11.7
binding energy at that permittivity = 29.607 meV
lattice constant (rough) = 0.543 nm
valley position (rough) = 0.85 x 2pi/lattice constant
valley wave number k0 = 9.84 1/nm
envelope density at donor = 0.0415 1/nm^3
opposite-valley coupling V_g, permittivity 1 = 2.18 meV
adjacent-valley coupling V_f, permittivity 1 = 3.95 meV
singlet lowering, permittivity 1 = 18.0 meV
singlet lowering, permittivity 11.4 = 1.6 meV
b over lattice constant = 2.51
donor concentration = 1.0e+16 cm^-3
donor sphere radius (3/(4 pi N))^(1/3) = 28.8 nm
thermal energy at 300 K = 25.85 meV
ionized fraction at 300 K = 0.986
thermal energy at 77 K = 6.64 meV
ionized fraction at 77 K = 0.402
\end{verbatim}
